**Intercalation voltage from the convex hull: numerical tests on a lithium chain**

The program tests that the equilibrium voltage against lithium metal is $V=-h'(x)/e$, where $x$ is the lithium content per host unit and $h$ is the lower convex hull of $\varphi(x)=g(x)-g(0)-x\mu_0$. Here $g$ is the energy per host unit and $\mu_0$ the energy per atom of lithium metal. For a chain with couplings up to third neighbours, it enumerates periodic cells of up to twelve sites and asserts that cells of up to eight sites already give all hull vertices: $x=0$, $1/3$, $2/3$ and $1$. It asserts that the hull slopes agree with the work of the complete cell, found by linear programming over phase mixtures, and that the voltage drops strictly from plateau to plateau. The output shows plateaus at 4.06, 3.66 and 3.26 V, and an alternating phase 13.33 meV above the hull whose single-phase path would make the voltage rise. For twelve random sets of phase energies, all of which have a rise in the raw chord voltages, it asserts that no rise above $10^{-6}$ V remains after mixing. A transfer matrix for the infinite chain reproduces the plateau voltages at the plateau midpoints at 100 K within the asserted 2 mV and shows sloping plateaus at 300 K.

## Check in Python

```python
"""Equilibrium intercalation voltage from the convex hull.

Result under test: with phi(x) = g(x) - g(0) - x*mu_metal, the voltage
against lithium metal is minus the slope of the lower convex hull of phi,
divided by e. It is constant between hull vertices and drops at each vertex.
x: lithium per host unit; g: energy per host unit (eV);
mu_metal: energy per atom of lithium metal (eV).
Model: infinite chain of lithium sites, one site per host unit, with
first-, second- and third-neighbour pair energies J[0], J[1], J[2] (eV).
Energies in eV per elementary charge are numerically voltages in V.
"""
from fractions import Fraction
import numpy as np
from scipy.constants import k as boltzmann, e as charge
from scipy.optimize import linprog, brentq

HOST, SITE, METAL = -10.0, -6.0, -2.0
J = (0.30, 0.10, -0.06)
BINDING = SITE - METAL


def chain_energy(occupations):
    """Energy per site of periodic patterns, one pattern per row."""
    occ = np.atleast_2d(occupations)
    energy = HOST + SITE * occ.mean(axis=1)
    for distance, coupling in enumerate(J, start=1):
        energy = energy + coupling * (
            occ * np.roll(occ, -distance, axis=1)).mean(axis=1)
    return energy


def enumerate_phases(max_length):
    """Lowest energy at each composition among all periodic cells."""
    best = {}
    for length in range(1, max_length + 1):
        codes = np.arange(2**length)
        occ = (codes[:, None] >> np.arange(length)) & 1
        energies, counts = chain_energy(occ), occ.sum(axis=1)
        for n in range(length + 1):
            x = Fraction(n, length)
            lowest = float(energies[counts == n].min())
            best[x] = min(best.get(x, np.inf), lowest)
    return dict(sorted(best.items()))


def hull_vertices(energy_of):
    """Compositions of the vertices of the lower convex hull."""
    chain = []
    for x in sorted(energy_of):
        while len(chain) > 1:
            a, b = chain[-2:]
            left = (energy_of[b] - energy_of[a]) / float(b - a)
            right = (energy_of[x] - energy_of[b]) / float(x - b)
            if right > left + 1e-10:
                break
            chain.pop()
        chain.append(x)
    return chain


def best_mixture(xs, energies, x_total):
    """Minimum mixture energy and phase amounts by linear programming."""
    answer = linprog(energies, A_eq=np.vstack([np.ones(len(xs)), xs]),
                     b_eq=[1.0, x_total], bounds=(0, None), method="highs")
    assert answer.success
    return answer.fun, answer.x


phases = enumerate_phases(12)
small_phases = enumerate_phases(8)
vertices = hull_vertices(phases)
xs = np.array([float(x) for x in phases])
gs = np.array(list(phases.values()))

# Eight-site cells suffice; longer cells never go below their hull.
small_vertices = hull_vertices(small_phases)
assert vertices == small_vertices
assert vertices == [Fraction(n, 3) for n in range(4)]
hull_x = np.array([float(x) for x in small_vertices])
hull_g = np.array([small_phases[x] for x in small_vertices])
assert np.all(gs >= np.interp(xs, hull_x, hull_g) - 1e-10)


def cell_energy(x):
    """Host mixture plus remaining metal, one lithium atom per host unit."""
    return best_mixture(xs, gs, x)[0] + (1 - x) * METAL


def work_voltage(x_low, x_high):
    return -(cell_energy(x_high) - cell_energy(x_low)) / (x_high - x_low)


# Hull slopes against the reversible work of the complete cell.
phi = {x: g - phases[Fraction(0)] - float(x) * METAL
       for x, g in phases.items()}
phi_vertices = hull_vertices(phi)
plateaus = np.array([-(phi[b] - phi[a]) / float(b - a)
                     for a, b in zip(phi_vertices, phi_vertices[1:])])
middles = (hull_x[1:] + hull_x[:-1]) / 2
work = np.array([work_voltage(x - 0.01, x + 0.01) for x in middles])
assert np.allclose(plateaus, work, atol=1e-6)
assert np.all(np.diff(work) < -1e-3)

# Pair-energy expressions for the three plateaus.
from_couplings = -np.array([BINDING + J[2], BINDING + sum(J),
                            BINDING + 2 * J[0] + 2 * J[1] + J[2]])
assert np.allclose(from_couplings, work, atol=1e-6)

# Different one-sided voltages at the interior vertex x = 1/3.
third = 1 / 3
left_voltage = work_voltage(third - 0.02, third)
right_voltage = work_voltage(third, third + 0.02)
assert abs(left_voltage - work[0]) < 1e-6
assert abs(right_voltage - work[1]) < 1e-6

# Formation energy referred to the empty and full host.
g_empty, g_full = phases[Fraction(0)], phases[Fraction(1)]
formation = {x: g - (1 - float(x)) * g_empty - float(x) * g_full
             for x, g in phases.items()}
mean_voltage = -(g_full - g_empty - METAL)
f_vertices = hull_vertices(formation)
f_slopes = np.array([(formation[b] - formation[a]) / float(b - a)
                     for a, b in zip(f_vertices, f_vertices[1:])])
assert np.allclose(mean_voltage - f_slopes, work, atol=1e-6)
assert abs(np.dot(work, np.diff(hull_x)) - mean_voltage) < 1e-6

# Lever rule from the unconstrained choice among all phases.
x_mix = 0.45
amounts = best_mixture(xs, gs, x_mix)[1]
rich_amount = amounts[list(phases).index(Fraction(2, 3))]
poor_amount = amounts[list(phases).index(Fraction(1, 3))]
assert abs(rich_amount - (x_mix - 1 / 3) / (1 / 3)) < 1e-6
assert abs(rich_amount + poor_amount - 1) < 1e-6

# Alternating phase at x = 1/2: a single-phase path gives a rising voltage.
g_alternating = float(chain_energy([1, 0])[0])
above_hull = g_alternating - best_mixture(xs, gs, 0.5)[0]
chord_in = METAL - (g_alternating - phases[Fraction(1, 3)]) * 6
chord_out = METAL - (phases[Fraction(2, 3)] - g_alternating) * 6
assert above_hull > 1e-3 and chord_out > chord_in
assert abs((chord_in + chord_out) / 2 - work[1]) < 1e-6

# Random phase energies: mixing removes every voltage rise.
rng = np.random.default_rng(7)
random_x = np.linspace(0, 1, 9)
sample_x = np.linspace(0, 1, 17)
random_sets, sets_with_raw_rise, largest_rise = 12, 0, -np.inf
for _ in range(random_sets):
    energies = -4 * random_x + rng.uniform(-0.3, 0.3, 9)
    raw = -np.diff(energies) / np.diff(random_x)
    sets_with_raw_rise += int(np.any(np.diff(raw) > 1e-6))
    mixed = [best_mixture(random_x, energies, x)[0] for x in sample_x]
    voltage = -np.diff(mixed) / np.diff(sample_x)
    largest_rise = max(largest_rise, np.diff(voltage).max())
assert sets_with_raw_rise > 0
assert largest_rise < 1e-6


def log_eigenvalue(voltage, kt):
    """Log of the leading transfer-matrix eigenvalue by repeated squaring."""
    matrix = np.zeros((8, 8))
    for state in range(8):
        oldest, middle, newest = state >> 2, (state >> 1) & 1, state & 1
        for added in (0, 1):
            energy = added * (BINDING + voltage + J[0] * newest
                              + J[1] * middle + J[2] * oldest)
            target = ((state << 1) & 7) | added
            matrix[state, target] = np.exp(-energy / kt)
    result, weight = 0.0, 1.0
    for _ in range(40):
        scale = matrix.max()
        result += weight * np.log(scale)
        matrix = matrix / scale
        matrix = matrix @ matrix
        weight /= 2
    return result


def thermal_content(voltage, temperature):
    kt = boltzmann * temperature / charge
    step = 1e-6
    return -kt * (log_eigenvalue(voltage + step, kt)
                  - log_eigenvalue(voltage - step, kt)) / (2 * step)


def thermal_voltage(x, temperature):
    return brentq(lambda v: thermal_content(v, temperature) - x,
                  2.5, 5.0, xtol=1e-9)


# Infinite chain at fixed voltage and low temperature.
cold = np.array([thermal_voltage(x, 100.0) for x in middles])
assert np.allclose(cold, work, atol=2e-3)
between_steps = (work[0] + work[1]) / 2
locked_content = thermal_content(between_steps, 100.0)
assert abs(locked_content - 1 / 3) < 1e-3
table_x = [0.10, 0.25, 0.40, 0.60, 0.75, 0.90]
table = {t: np.array([thermal_voltage(x, t) for x in table_x])
         for t in (100.0, 300.0)}
assert all(np.all(np.diff(v) < 0) for v in table.values())
spread = {t: v[0] - v[1] for t, v in table.items()}
assert spread[300.0] > spread[100.0]

print(f"host energy g(0): {HOST:.2f} eV per host unit")
print(f"lithium site energy: {SITE:.2f} eV")
print(f"lithium metal energy: {METAL:.2f} eV per atom")
print(f"site energy minus metal energy: {BINDING:.2f} eV")
for distance, coupling in enumerate(J, start=1):
    print(f"pair energy J{distance}: {coupling:.2f} eV")
print("distinct compositions, cells up to 12 sites:", len(phases))
print("hull vertices x:", ", ".join(str(x) for x in vertices))
print("energies in eV per host unit: x, g, phi, f")
for x in vertices:
    print(f"  {str(x):>3} {phases[x]:10.5f} {phi[x]:10.5f}"
          f" {formation[x]:10.5f}")
phi_alt = g_alternating - g_empty - 0.5 * METAL
f_alt = g_alternating - 0.5 * (g_empty + g_full)
print(f"alternating phase x=1/2: g {g_alternating:.5f},"
      f" phi {phi_alt:.5f}, f {f_alt:.5f} eV")
print(f"alternating phase above hull: {1000 * above_hull:.2f} meV")
for a, b, v, w, s in zip(vertices, vertices[1:], plateaus, work, f_slopes):
    print(f"plateau {a} to {b}: hull {v:.4f} V, cell work {w:.4f} V,"
          f" slope of f {s:.4f} eV")
print(f"mean voltage from x=0 to x=1: {mean_voltage:.4f} V")
print(f"voltage just below x=1/3: {left_voltage:.4f} V")
print(f"voltage just above x=1/3: {right_voltage:.4f} V")
print(f"single-phase chord 1/3 to 1/2: {chord_in:.4f} V")
print(f"single-phase chord 1/2 to 2/3: {chord_out:.4f} V")
print(f"at x={x_mix:.2f}: fraction of 1/3 phase {poor_amount:.4f},"
      f" of 2/3 phase {rich_amount:.4f}")
print(f"random sets: {random_sets}, with a raw voltage rise:"
      f" {sets_with_raw_rise}")
print("random sets with a rise after mixing: none above 1e-6 V")
for x, v in zip(middles, cold):
    print(f"infinite chain, 100 K, x={x:.4f}: {v:.5f} V")
print(f"content at {between_steps:.2f} V and 100 K: {locked_content:.5f}")
print("thermal voltage in V: x, 100 K, 300 K")
for x, low, high in zip(table_x, table[100.0], table[300.0]):
    print(f"  {x:.2f} {low:.4f} {high:.4f}")
for t, value in spread.items():
    print(f"voltage fall from x=0.10 to 0.25 at {t:.0f} K:"
          f" {1000 * value:.2f} mV")
print("no test failed")
```

Printed output:

```
host energy g(0): -10.00 eV per host unit
lithium site energy: -6.00 eV
lithium metal energy: -2.00 eV per atom
site energy minus metal energy: -4.00 eV
pair energy J1: 0.30 eV
pair energy J2: 0.10 eV
pair energy J3: -0.06 eV
distinct compositions, cells up to 12 sites: 47
hull vertices x: 0, 1/3, 2/3, 1
energies in eV per host unit: x, g, phi, f
    0  -10.00000    0.00000    0.00000
  1/3  -12.02000   -1.35333   -0.13333
  2/3  -13.90667   -2.57333   -0.13333
    1  -15.66000   -3.66000    0.00000
alternating phase x=1/2: g -12.95000, phi -1.95000, f -0.12000 eV
alternating phase above hull: 13.33 meV
plateau 0 to 1/3: hull 4.0600 V, cell work 4.0600 V, slope of f -0.4000 eV
plateau 1/3 to 2/3: hull 3.6600 V, cell work 3.6600 V, slope of f -0.0000 eV
plateau 2/3 to 1: hull 3.2600 V, cell work 3.2600 V, slope of f 0.4000 eV
mean voltage from x=0 to x=1: 3.6600 V
voltage just below x=1/3: 4.0600 V
voltage just above x=1/3: 3.6600 V
single-phase chord 1/3 to 1/2: 3.5800 V
single-phase chord 1/2 to 2/3: 3.7400 V
at x=0.45: fraction of 1/3 phase 0.6500, of 2/3 phase 0.3500
random sets: 12, with a raw voltage rise: 12
random sets with a rise after mixing: none above 1e-6 V
infinite chain, 100 K, x=0.1667: 4.06001 V
infinite chain, 100 K, x=0.5000: 3.66000 V
infinite chain, 100 K, x=0.8333: 3.25999 V
content at 3.86 V and 100 K: 0.33334
thermal voltage in V: x, 100 K, 300 K
  0.10 4.0604 4.0739
  0.25 4.0595 4.0460
  0.40 3.6628 3.6902
  0.60 3.6572 3.6298
  0.75 3.2605 3.2740
  0.90 3.2596 3.2461
voltage fall from x=0.10 to 0.25 at 100 K: 0.93 mV
voltage fall from x=0.10 to 0.25 at 300 K: 27.87 mV
no test failed
```
